\section*{Sixteen Lattice Dirac Species, Their Chiralities, and the Wilson Term}

\section*{Counting the species}

\textbf{Q:} I put one electron field on a four-dimensional lattice, replace derivatives by differences, and am told that I have sixteen particles. Where do they come from?

\textbf{A:} From the zeros of the sine. Take a Euclidean hypercubic lattice of spacing $a$, with $x_4=c\tau$ for imaginary time $\tau$. I use atomic units, $\hbar=m_e=e=1$, and keep $c$. The matrices $\gamma_\mu$ are Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. The naive operator uses the symmetric difference:
\begin{equation}
(D\psi)(x)=mc^2\psi(x)+c\sum_\mu\gamma_\mu
\frac{\psi(x+a\hat\mu)-\psi(x-a\hat\mu)}{2a}.
\end{equation}
On a plane wave $e^{ip\cdot x}$ the difference gives $(e^{iap_\mu}-e^{-iap_\mu})/2a=(i/a)\sin ap_\mu$, so
\begin{equation}
D(p)=mc^2+\frac{ic}{a}\sum_\mu\gamma_\mu s_\mu,\qquad s_\mu=\sin ap_\mu .
\end{equation}
Since the $\gamma_\mu$ anticommute, $(\sum_\mu\gamma_\mu s_\mu)^2=\sum_\mu s_\mu^2$. Multiplying $D$ by the same expression with the sign of $i$ reversed therefore gives a number, and
\begin{equation}
D^{-1}(p)=\frac{mc^2-(ic/a)\sum_\mu\gamma_\mu s_\mu}
{m^2c^4+(c^2/a^2)\sum_\mu s_\mu^2}.
\end{equation}
At $m=0$ and real $p$ the denominator vanishes when all four sines vanish. Each $ap_\mu$ is then $0$ or $\pi$, which gives $2^4=16$ corners. In position space, a wave that alternates in sign from site to site has equal values at $x+a\hat\mu$ and $x-a\hat\mu$. The symmetric difference cannot tell it from a constant.

Diagonalizing the position-space operator on a $4^4$ lattice gives 64 null vectors: 16 corners times 4 spin components.

\textbf{Q:} My electron has a mass. Are there still sixteen poles?

\textbf{A:} Yes, at complex $p_4$. A factor $e^{-E\tau}$ corresponds to $p_4=iE/c$. Put $\eta=aE/c$. Both $ap_4=i\eta$ and $ap_4=\pi+i\eta$ give $\sin^2 ap_4=-\sinh^2\eta$. At a spatial corner the other sines vanish, so the denominator is zero when
\begin{equation}
\sinh\eta=mca .
\end{equation}
Eight spatial corners times two time branches make sixteen decaying poles of equal energy. For an electron with $a=10^{-4}$ \AA, the lattice energy is $\hbar c/a=1973.27/10^{-4}=1.97327\times10^7$ eV and $mca=0.0259$. The common pole energy is 510942 eV, against a rest energy of 510999 eV. The 57 eV deficit follows from $\eta\approx mca-(mca)^3/6$.

\section*{Chirality and its cancellation}

\textbf{Q:} What does it mean that their chiralities cancel? A Dirac particle contains both hands.

\textbf{A:} The sign is a relative one. Write $p=P+k$ near a corner $P$ with $n$ components equal to $\pi/a$. Then $\sin ap_\mu\approx\varepsilon_\mu ak_\mu$, with $\varepsilon_\mu=-1$ for those $n$ components and $+1$ for the rest:
\begin{equation}
D\approx mc^2+ic\sum_\mu\Gamma_\mu k_\mu,\qquad \Gamma_\mu=\varepsilon_\mu\gamma_\mu .
\end{equation}
This is a continuum Dirac operator with its own chirality matrix. With $\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4$,
\begin{equation}
\Gamma_5=\Gamma_1\Gamma_2\Gamma_3\Gamma_4=(-1)^n\gamma_5 .
\end{equation}
A lattice spinor with $\gamma_5=+1$ thus has chirality $+1$ at even corners and $-1$ at odd ones. Keep that half of the lattice field, hoping for a single one-handed particle, and you get eight of each hand. There are $\binom4n$ corners of type $n$, so
\begin{equation}
\sum_{n=0}^4\binom4n(-1)^n=1-4+6-4+1=0 .
\end{equation}

\textbf{Q:} Could the doublers be a distorted artefact rather than proper particles?

\textbf{A:} In the free theory they are exact copies. Let $T_\mu=\gamma_\mu\gamma_5$, with inverse $\gamma_5\gamma_\mu$. Because $\gamma_5\gamma_\nu\gamma_5=-\gamma_\nu$,
\begin{equation}
T_\mu\gamma_\nu T_\mu^{-1}=-\gamma_\mu\gamma_\nu\gamma_\mu=
\begin{cases}-\gamma_\mu,&\nu=\mu,\\ +\gamma_\nu,&\nu\ne\mu.\end{cases}
\end{equation}
Moving $p_\mu$ by $\pi/a$ also flips the sign of $\sin ap_\mu$ alone. Hence $D(p+\pi\hat\mu/a)=T_\mu D(p)T_\mu^{-1}$ at every $p$. The same conjugation sends $\gamma_5$ to $\gamma_\mu\gamma_5\gamma_\mu=-\gamma_5$, which is the alternating sign again.

\textbf{Q:} Is the cancellation an accident of the sine? I could choose a better difference formula.

\textbf{A:} It is not an accident. Consider any massless operator $D=i\sum_\nu\gamma_\nu F_\nu(p)$ with $F$ real, smooth and periodic in the Brillouin zone. Couplings of finite range make $F$ smooth and periodic. It is also real if the coefficients of $\psi(x+d)$ and $\psi(x-d)$ are real and opposite for every displacement $d$, as in the symmetric difference. The one-sided difference $[\psi(x+a\hat\mu)-\psi(x)]/a$ fails this condition: its $F_\mu=(e^{iap_\mu}-1)/(ia)$ is complex, and the argument below does not cover it. Let $J_{\nu\mu}=\partial F_\nu/\partial p_\mu$. Near a zero with $\det J\neq0$, the effective matrices are $\Gamma_\mu=\sum_\nu\gamma_\nu J_{\nu\mu}$. Their antisymmetrized product is $\gamma_5\det J$, so the chirality sign is the sign of $\det J$.

Take a smooth bump $g$ of unit integral, supported in a small ball, and define
\begin{equation}
I(q)=\int d^4p\; g(F(p)-q)\,\det J(p).
\end{equation}
I first show that $I$ does not depend on $q$. Let $C_{\nu\mu}$ be the cofactors of $J$, so that $\sum_\mu J_{\lambda\mu}C_{\nu\mu}=\delta_{\lambda\nu}\det J$. The chain rule gives $\partial g/\partial p_\mu=\sum_\lambda(\partial_\lambda g)J_{\lambda\mu}$, hence
\begin{equation}
\frac{\partial I}{\partial q_\nu}
=-\int d^4p\,(\partial_\nu g)\det J
=-\int d^4p\sum_\mu C_{\nu\mu}\frac{\partial g}{\partial p_\mu}.
\end{equation}
The cofactors have no divergence, $\sum_\mu\partial C_{\nu\mu}/\partial p_\mu=0$. Each is a product of three first derivatives of $F$, antisymmetrized in the momentum indices. A further derivative produces $\partial_\mu\partial_\rho F_\alpha$, symmetric in $\mu\rho$, contracted with something antisymmetric in $\mu\rho$. The integrand is therefore $\sum_\mu\partial(C_{\nu\mu}g)/\partial p_\mu$, and its integral over a periodic zone vanishes.

Now choose $q$ beyond the range of the bounded function $F$. Then $g=0$ throughout and $I=0$, so $I(0)=0$ too. At $q=0$, with a narrow enough bump, each simple zero contributes separately. Changing variables to $u=F(p)$ turns $d^4p\,\det J$ into $\operatorname{sign}(\det J)\,d^4u$, and
\begin{equation}
\sum_{\text{zeros}}\operatorname{sign}(\det J)=I(0)=0 .
\end{equation}
In one dimension this says that a periodic function which crosses zero upwards must come down again.

The argument demands cancellation, not the number sixteen. Real and opposite coefficients do impose at least sixteen zeros: they make $F$ odd, and an odd periodic function vanishes at every corner, where $p$ and $-p$ are equivalent. Fewer zeros require a real $F$ that is not odd, and hence some complex coefficients in $D$. If all zeros are simple, the physical zero with sign $+1$ needs at least one partner with sign $-1$. As a test on a field that does not separate into one-dimensional factors, take $F_\mu=\sin ap_\mu+0.2\,(1-\cos ap_{\mu+1})$, indices cyclic. The cosine terms give $D$ imaginary coefficients, so this $F$ is real but not odd. A search finds 16 zeros, and their signs again sum to zero. Only the one at the origin is still at a corner: at any corner with $ap_{\mu+1}=\pi$ the component $F_\mu$ equals $0.4$, so the other fifteen are displaced.

\textbf{Q:} Then what if I use $F_\mu=ap_\mu$ itself, cut off at the zone edge?

\textbf{A:} That $F$ jumps from $\pi$ to $-\pi$ at the edge, so smoothness fails and so does the argument. The downward crossing is hidden in the jump. You pay in position space, where the coefficient of $\psi(x-\ell a\hat\mu)$ in the difference at $x$, for $\ell\neq0$ and in units of $1/a$ (that of $\psi(x+\ell a\hat\mu)$ has the opposite sign), is
\begin{equation}
\frac1{2\pi}\int_{-\pi}^{\pi}d\theta\; i\theta\, e^{i\theta\ell}=\frac{(-1)^\ell}{\ell},
\end{equation}
which falls off merely as the inverse distance.

\section*{The Wilson term}

\textbf{Q:} How does Wilson's term get rid of the copies?

\textbf{A:} It adds something that a smooth wave hardly feels and an alternating wave feels strongly, namely a second difference:
\begin{equation}
(W\psi)(x)=-\frac{rc}{2a}\sum_\mu\left[\psi(x+a\hat\mu)+\psi(x-a\hat\mu)-2\psi(x)\right].
\end{equation}
On a plane wave the bracket is $2\cos ap_\mu-2$, so
\begin{equation}
W(p)=\frac{rc}{a}\sum_\mu(1-\cos ap_\mu).
\end{equation}
Each component at $\pi$ contributes $1-\cos\pi=2$, and each component at $0$ contributes nothing. The rest-energy term at a corner becomes
\begin{equation}
mc^2+\frac{2rnc}{a},\qquad\text{that is, a mass } m+\frac{2rn}{ac}.
\end{equation}
With $c=1$ the addition is $2rn/a$. For $r=0.5$ and $n=1$ it is $2(0.5)(1)(1.973\times10^7)=1.973\times10^7$ eV, and the total is $2.02\times10^7$ eV for four species. The six species with $n=2$ have $4.00\times10^7$ eV, the four with $n=3$ have $5.97\times10^7$ eV, and the last has $7.94\times10^7$ eV. The species at $n=0$ keeps $mc^2$.

\textbf{Q:} If I measured the decay of the propagator in time, would I read off those energies?

\textbf{A:} For small $r$ and small $mca$, nearly. In general, no: $2rnc/a$ is the scalar term of $D$ at the corner, while the decay rate is set by a pole at complex $p_4$. Let $n_s$ spatial components be at $\pi$ and put $M=mca+2rn_s$, with $m\geq0$ and $0<r\leq1$. On the ordinary time branch, $ap_4=i\eta$, the denominator vanishes when
\begin{equation}
[M+r(1-\cosh\eta)]^2=\sinh^2\eta .
\end{equation}
The root $M+r=r\cosh\eta-\sinh\eta$ is impossible for $\eta>0$, because its right side starts at $r$ and decreases. The other root is $M+r=r\cosh\eta+\sinh\eta$. With $X=e^\eta$, multiplication by $2X$ gives
\begin{equation}
(1+r)X^2-2(M+r)X-(1-r)=0 .
\end{equation}
For the time doubler, $ap_4=\pi+i\eta$, the cosine changes sign. The scalar term is then positive and must equal $+\sinh\eta$:
\begin{equation}
M+r+r\cosh\eta=\sinh\eta
\;\Rightarrow\;(1-r)X^2-2(M+r)X-(1+r)=0 .
\end{equation}
The positive solutions share a numerator:
\begin{equation}
e^{\eta}=\frac{N}{1+r}\ \text{(ordinary)},\quad
\frac{N}{1-r}\ \text{(time doubler)},\quad
N=M+r+\sqrt{(M+r)^2+1-r^2}.
\end{equation}
For one spatial component at $\pi$ and $r=0.5$, $M+r=1.5259$ and $N=1.5259+\sqrt{2.3284+0.75}=3.2804$. Then $\eta=\ln(3.2804/1.5)=0.7825$, and $E=0.7825\times1.973\times10^7=1.544\times10^7$ eV. The pure time doubler, also $n=1$, lies at $2.219\times10^7$ eV. Both differ from the corner term $2.02\times10^7$ eV, in opposite directions. Singling out time to define an energy separates species that the four-dimensional operator treats alike.

\textbf{Q:} When do the two notions of mass agree?

\textbf{A:} For all species together, when $r$ and $mca$ are both small. A single species can cross its corner term by accident at finite $r$: at $m=0$ the time doubler with $n_s=1$ has $\eta=3.19$ against $2rn=3.2$ at $r=0.8$. At $r=0$ the condition $\sinh\eta=mca$ already requires small $mca$. At $m=0$ the two pole conditions can be written
\begin{equation}
\sinh\eta=2rn\mp r(\cosh\eta-1),
\end{equation}
with the upper sign for the ordinary branch, $n=n_s$, and the lower for the time doubler, $n=n_s+1$. Since $\eta$ is of order $r$, both the last term and the cubic term of $\sinh\eta$ are of order $r^3$. Hence $\eta=2rn+O(r^3)$. At $r=0.01$ the largest gap, relative to $2rn$, is $9\times10^{-4}$.

At the other end, $r=1$, the quadratic for the time doubler loses its leading term and becomes $-2(M+1)X-2=0$, which has no positive solution. These doublers have no finite pole. The ordinary branch gives $e^\eta=1+M$, so spatial doublers remain at finite energy: $2.18\times10^7$ eV for $n_s=1$.

For fixed $r$ the doublers leave as $a\to0$. Halving $a$ moves the $n_s=1$ pole at $r=0.5$ from $1.544\times10^7$ to $3.059\times10^7$ eV. The factor is slightly below two because the part $mca$ of $M$ is halved.

\section*{The price}

\textbf{Q:} What exactly has been given up?

\textbf{A:} Chiral symmetry at $m=0$. Under $\psi\to e^{i\alpha\gamma_5}\psi$, $\bar\psi\to\bar\psi e^{i\alpha\gamma_5}$, the operator becomes $e^{i\alpha\gamma_5}De^{i\alpha\gamma_5}$. This equals $D$ for all $\alpha$ if and only if $\{\gamma_5,D\}=0$. The sine terms satisfy that condition, but $W$ multiplies the unit matrix, so
\begin{equation}
\{\gamma_5,D\}=2\gamma_5W\qquad(m=0).
\end{equation}
The cancellation argument shows why some such price is due: within the form $i\sum_\nu\gamma_\nu F_\nu$, with real, smooth, periodic $F$ and simple zeros, the physical species cannot stand alone. A scalar term leaves that form, and any nonzero scalar term breaks the symmetry.

\textbf{Q:} For my light electron, is the breaking noticeable?

\textbf{A:} In the free theory it is small. For $ap\ll1$, $1-\cos ap_\mu\approx a^2p_\mu^2/2$, so $W\approx rcap^2/2$, which vanishes with $a$ at fixed $p$. At $p=mc$ along one axis it is 3308 eV, or 0.6\% of $cp$. The same term shifts the pole. With $M=mca$, the ordinary condition gives $\eta\approx M-rM^2/2$, or
\begin{equation}
E\approx mc^2-\tfrac12\,r a m^2c^3 .
\end{equation}
The pole lies 3322 eV below the rest energy, and 1658 eV below it when $a$ is halved. The ratio of 2.00 confirms an error linear in $a$.

\textbf{Q:} So in the continuum limit the price disappears?

\textbf{A:} Not once there is a rough gauge field. Give the links phases $U_\mu(x)=e^{i\theta_\mu(x)}$ on a periodic lattice. The naive massless operator stays anti-Hermitian and anticommutes with $\gamma_5$. Its eigenvalues are imaginary, and a bare mass gives each one the real part $mc^2$. With Wilson's term,
\begin{align}
v^\dagger Wv&=\frac{rc}{a}\sum_{x,\mu}\left[|v(x)|^2-\operatorname{Re}v^\dagger(x)U_\mu(x)v(x+a\hat\mu)\right]\nonumber\\
&=\frac{rc}{2a}\sum_{x,\mu}\left|U_\mu(x)v(x+a\hat\mu)-v(x)\right|^2 ,
\end{align}
because $|U_\mu|=1$ and periodicity makes the sums of $|v(x+a\hat\mu)|^2$ and $|v(x)|^2$ equal. For a normalized eigenvector $Dv=\lambda v$ at $m=0$, the anti-Hermitian part drops out of the real part, so
\begin{equation}
\operatorname{Re}\lambda=v^\dagger Wv\geq\lambda_{\min}(W).
\end{equation}
This minimum is zero only if $U_\mu(x)v(x+a\hat\mu)=v(x)$ on every link. Then $|v|$ is constant and the links are pure gauge. Otherwise every eigenvalue acquires a positive real part although $m=0$. That alone is not yet a mass shift: a uniform phase $\theta_1=\pi/4$ on four sites only moves the momentum, and at $r=0.5$ the lowest eigenvalues are $r(1-\cos\theta_1)\pm i\sin\theta_1=0.146\pm0.707i$ in units of $\hbar c/a$. A mass shift shows as an eigenvalue displaced along the real axis. A uniform trial vector bounds the minimum from above:
\begin{equation}
\lambda_{\min}(W)\leq\frac{rc}{a}\sum_\mu\left(1-\overline{\cos\theta_\mu}\right).
\end{equation}

One fixed set of random phases of width 0.3 rad, on a $4\times4\times4\times2$ lattice with $r=0.5$, gives $\lambda_{\min}(W)=0.070$ and an upper bound of 0.089, in units of $\hbar c/a$. The smallest real part of an eigenvalue of $D$ is 0.137, or $2.7\times10^6$ eV, about five times the electron's rest energy. That eigenvalue is $0.137\pm0.037i$, close to the real axis, so its real part acts as a shift of the rest energy. To cancel the real part in this background you need a negative bare rest energy of that size; the small imaginary part remains. The digits belong to this sample: other draws of the same width, on this lattice and on $4^4$, give real parts between 0.11 and 0.13.

This is an illustration, not an average over the QED field. For the same set of phases on the same lattice of sites the shift is a fixed multiple of $\hbar c/a$, so it grows as $1/a$. For a smooth field $\theta_\mu$ is of order $a$, and the upper bound on $\lambda_{\min}(W)$ is of order $a$, so the inequality then forces no shift in the limit. That bound caps only the floor $\lambda_{\min}(W)$, not the shift itself, which in the example (0.137) exceeds it (0.089). In a rough background the bare mass must be tuned against the roughness of the field, a task that chiral symmetry spares the naive operator. The numerical output below lists the values for all branches.

\section*{Calculated quantities}
\begin{verbatim}
lattice spacing a = 1.0e-04 angstrom
Wilson parameter r = 0.50 (dimensionless)
hbar c = 1973.270 eV angstrom
lattice energy hbar c/a = 1.97327e+07 eV
electron rest energy = 510998.95 eV
mu = m c a/hbar = 0.025896 (dimensionless)
free 4^4 lattice, naive null vectors = 64 (count)
naive null vectors / 4 spin components = 16 (count)
n=0: corners 1, chirality +1, rest-energy term 5.10999e+05 eV
n=1: corners 4, chirality -1, rest-energy term 2.02437e+07 eV
n=2: corners 6, chirality +1, rest-energy term 3.99764e+07 eV
n=3: corners 4, chirality -1, rest-energy term 5.97091e+07 eV
n=4: corners 1, chirality +1, rest-energy term 7.94418e+07 eV
sum of corner chiralities = 0 (count)
deformation strength of test field = 0.2 (dimensionless)
deformed field: zeros 16, sign sum 0 (counts)
signed/unsigned bump integral below 1e-6: True
massive naive poles = 16 (count)
common naive pole energy = 510941.85 eV
r=0.5: n_space=0, n_time=0, pole energy 5.07677e+05 eV
r=0.5: n_space=0, n_time=1, pole energy 2.21863e+07 eV
r=0.5: n_space=1, n_time=0, pole energy 1.54410e+07 eV
r=0.5: n_space=1, n_time=1, pole energy 3.71196e+07 eV
r=0.5: n_space=2, n_time=0, pole energy 2.45169e+07 eV
r=0.5: n_space=2, n_time=1, pole energy 4.61955e+07 eV
r=0.5: n_space=3, n_time=0, pole energy 3.08337e+07 eV
r=0.5: n_space=3, n_time=1, pole energy 5.25123e+07 eV
light pole at a = 507677.42 eV
light pole at a/2 = 509341.39 eV
ratio of light-pole errors, a to a/2 = 2.0039 (dimensionless)
n_space=1, n_time=0 pole at a/2 = 3.05898e+07 eV
small-r test: r = 0.01, largest relative gap between pole and 2rn = 8.98e-04
r=1: n_space=0, only finite pole 5.04495e+05 eV
r=1: n_space=1, only finite pole 2.18482e+07 eV
r=1: n_space=2, only finite pole 3.18605e+07 eV
r=1: n_space=3, only finite pole 3.84709e+07 eV
Wilson term of light species at p = m c: 3308.03 eV
random links: lattice (4, 4, 4, 2), phase width 0.3 rad
naive: largest |Re eigenvalue| below 1e-9 hbar c/a: True
lowest eigenvalue of Wilson term = 0.07037 hbar c/a
uniform-vector upper bound on it = 0.08924 hbar c/a
smallest Re eigenvalue of full operator = 0.13745 hbar c/a
the same smallest real part = 2.7122e+06 eV
pure-gauge links: Wilson minimum below 1e-9 hbar c/a: True
\end{verbatim}
